Why the absorption maximum is not the vertical excitation energy

Take one vibration whose frequency w is the same in the ground and the excited electronic state, and let L be the energy released when the excited molecule relaxes along it. With ħ = 1, w and L are the only energies the vibration supplies. Let E_max be the maximum of the line density, which is the absorption cross section divided by the photon energy. If it differs from the vertical excitation energy E_v, dimensions therefore require, for a line broadening held at a fixed ratio to w,

E_max − E_v = w f(L/w).

For classical nuclei, w → 0 at fixed L, the difference should vanish. It does so if f stays bounded at large L/w, and the shift is then at most a fixed multiple of one vibrational quantum, however large the relaxation. The derivation below gives f ≈ −1/2 when L/w is large and the broadening still hides the vibronic lines at the top of the band. Where a single line sets the maximum, f instead oscillates between −1 and 0. At a fixed ratio of broadening to w this happens eventually, because the top of the band flattens as L/w grows, and even a faint ripple then decides where the maximum lies. For a quantum of 0.1 to 0.2 eV, typical of stretches of carbon–carbon single and double bonds, the limiting shift w/2 is 0.05 to 0.1 eV. The limit needs large L/w and merged lines, which is demanding for so large a quantum. For one mode with w = 0.18 eV and a Gaussian broadening of standard deviation 0.07 eV, the maximum lies 0.09 eV below E_v at L/w = 1.5 but only about 0.005 eV or less below it at L/w = 1 or 2. The factor of photon energy in the cross section, treated below, works against this shift.

**The belief and its appeal**

The belief is that a computed vertical excitation energy may be compared directly with a measured absorption maximum. The argument for it is respectable. Nuclei hardly move during an electronic transition, and the most probable ground-state geometry is the minimum. The most probable photon energy should then be the gap between the surfaces at that minimum, which is E_v. The calculation is also cheap: one geometry, and no excited-state forces or frequencies.

The argument treats the band as a distribution of gaps over geometries. A real band consists of transitions between vibrational levels, and the kinetic energy of the nuclei helps to shape it.

**The model**

I assume zero temperature, one isolated excited state, a transition dipole independent of geometry, and harmonic surfaces with the same normal modes. The algebra is in atomic units with mass-weighted coordinates. Formulas written in w, v and L contain only energies, so values in eV can be inserted directly. For each mode,

H_g = p²/2 + w²q²/2
H_e = p²/2 + v²(q − d)²/2 + constant,

where v is the excited-state frequency and d the displacement. The relaxation energy is L = v²d²/2. Expanding the square and subtracting the surfaces gives the gap

Δ(q) = E_v + Σ(gq + cq²/2), g = −v²d, c = v² − w².

Sums run over modes. The excited minimum lies ΣL below the excited surface at q = 0. Adding the excited zero-point energy and subtracting that of the ground state gives the 0-0 line:

E_00 = E_v − ΣL + Σ(v − w)/2.

It lies below E_v unless stiffening raises the zero-point energy by more than ΣL.

**What averaging does**

Let |0⟩ be the vibrational ground state, with energy E_0. The line to excited level n has strength |⟨n|0⟩|². By completeness, the average line energy is

M = ⟨0|H_e − E_0|0⟩ = ⟨0|H_g − E_0 + Δ|0⟩ = ⟨Δ⟩,

because (H_g − E_0)|0⟩ = 0. By reflection symmetry ⟨q⟩ = 0, and for the oscillator ⟨q²⟩ = 1/(2w) ≡ a. Hence

M = E_v + Σca/2 = E_v + Σ(v² − w²)/(4w).

Displacement has dropped out. Averaging moves the centroid only if frequencies change: down for softening, up for stiffening. Subtracting the 0-0 energy, and using

(v² − w²)/(4w) − (v − w)/2 = (v − w)(v + w − 2w)/(4w) = (v − w)²/(4w),

gives

M − E_00 = ΣL + Σ(v − w)²/(4w) ≥ 0.

This is as it must be, since the 0-0 line is the lowest line and an average cannot lie below it.

**Why the maximum differs from the centroid**

A skewed band usually has its maximum away from its mean. Write δ = Δ − M, so that (H_e − E_0 − M)|0⟩ = δ|0⟩. The variance of the lines is K2 = ⟨δ²⟩. For one mode δ = gq + c(q² − a)/2. With ⟨q⁴⟩ = 3a² and odd averages zero,

K2 = Σ[g²a + (c²/4)(3a² − a²)] = Σ(g²a + c²a²/2).

Cross terms between modes vanish because each mode's part of δ has zero mean. The third central moment has an operator between two factors of δ:

K3 = ⟨δ(H_g − E_0 + δ)δ⟩ = ⟨δ(H_g − E_0)δ⟩ + ⟨δ³⟩.

In the first term, H_g − E_0 annihilates |0⟩ on either side, so the term equals both ⟨δ[H_g, δ]⟩ and −⟨[H_g, δ]δ⟩. Half their sum is a double commutator. For one mode, with δ′ = dδ/dq,

[H_g, δ] = −(i/2)(pδ′ + δ′p)
[δ, [H_g, δ]] = −(i/2)(iδ′² + iδ′²) = δ′²,

since [δ, p] = iδ′. The first term is therefore ⟨δ′²⟩/2 = (g² + c²a)/2, because δ′ = g + cq. For the second term, using ⟨q⁶⟩ = 15a³,

⟨δ³⟩ = 3g²(c/2)(3a² − a²) + (c³/8)(15 − 9 + 3 − 1)a³ = 3g²ca² + c³a³.

Third central moments of independent modes add, so

K3 = Σ(g²/2 + c²a/2 + 3g²ca² + c³a³).

The contribution ⟨δ′²⟩/2 = (g² + c²a)/2 of each mode is what the tempting argument leaves out. Sampling geometries from the ground-state density and collecting their gaps would give only ⟨δ³⟩. That is zero when c = 0, and the sampled band would peak at E_v. The true band is skewed because the excited surface exerts a force on the nuclei, and this force enters through their kinetic energy.

Now broaden each line by a Gaussian of standard deviation s. The variance becomes B = K2 + s², while K3 is unchanged. For a nearly Gaussian band, with x = E − M, the first correction is

ρ(x) ∝ exp(−x²/2B) [1 + K3(x³ − 3Bx)/(6B³)].

The added polynomial leaves the area, mean and variance unchanged. It supplies the third moment, because the Gaussian average of x³(x³ − 3Bx) is 15B³ − 9B³ = 6B³. At the maximum x is itself of first order in K3. Keeping first-order terms in the derivative,

−x/B − K3/(2B²) = 0, so E_max ≈ M − K3/(2B).

To this order, the maximum lies below the centroid when K3 > 0. With a = 1/(2w), the g² terms of one mode sum to g²(3v² − w²)/(4w²), so a displaced mode softened below v = w/√3 can make K3 negative and reverse the order.

For one mode with v = w we have g² = 2Lw², hence K2 = Lw and K3 = Lw², and

E_max − E_v ≈ −Lw²/[2(Lw + s²)].

When s² is much smaller than Lw, but the broadening still merges the lines, this becomes −w/2. For w = 0.05 eV, s = 0.04 eV and L/w = 40, the numerical maximum lies 0.0247 eV below E_v, against w/2 = 0.025 eV.

One correction acts the other way. The absorption cross section is the line density multiplied by the photon energy E. Near the maximum of a nearly Gaussian band, the logarithmic slope of the density is about −(E − E_max)/B, and the factor E adds 1/E. Setting the sum to zero raises the maximum by about B/E_max.

**A number**

Consider a model chromophore with E_v = 4.00 eV and s = 0.10 eV. Three displaced modes have these parameters in eV:

w = 0.20, v = 0.18, L = 0.25
w = 0.15, v = 0.14, L = 0.10
w = 0.05, v = 0.05, L = 0.05

Four undisplaced modes soften from 0.10 to 0.08 eV. The centroid shift is

(0.0324 − 0.0400)/0.80 + (0.0196 − 0.0225)/0.60 + 4(0.0064 − 0.0100)/0.40 = −0.050 eV.

The moments are K3 = 0.00768 eV³ and B = 0.0669 eV², so skewness contributes

−0.00768/(2 × 0.0669) = −0.057 eV.

Together these give −0.108 eV. The band built from numerically diagonalized surfaces has its maximum at −0.109 eV. Agreement this close is particular to s = 0.10 eV: the formula misses by 0.003 eV at s = 0.12 eV, by 0.009 eV at s = 0.08 eV, and by 0.021 eV at s = 0.06 eV, where the band still has a single maximum. The factor E raises it by 0.0669/3.89 = 0.017 eV, which leaves the maximum of the cross section at 3.91 eV, 0.09 eV below the vertical energy. The 0-0 line is shifted by −0.400 − 0.055 = −0.455 eV, to 3.545 eV, a further 0.36 eV below the maximum.

Suppose 4.00 eV is the true vertical energy of this model. A method that returned it without error would appear 0.09 eV too high when compared with the maximum. A method that returned 3.91 eV would appear perfect, although its vertical energy was 0.09 eV too low. When candidate methods differ by about a tenth of an eV, the direct comparison can reverse their ranking.

Removing the frequency changes at fixed L brings the centroid back to E_v, but the maximum, before the factor E, stays 0.088 eV below it. With the factor E it lies 0.063 eV below, against 0.09 eV with the frequency changes; the rise here is 0.025 eV, more than B/E_max = 0.020 eV. At fixed L, two thirds or more of the shift in this example is therefore present without any frequency change. The first-order formula gives 0.080 eV here, so it should not be trusted to the last hundredth of an eV. Residual vibronic structure and higher moments may account for the difference; I have not separated them.

The two shifts also respond differently to relaxation. Raising ΣL from 0.20 to 0.80 eV lowers the 0-0 line by 0.60 eV, but the maximum, before the factor E, by only 0.012 eV. With the factor E the maximum even rises, by about 0.01 eV, because B grows with L. A large difference between absorption maximum and 0-0 line thus does not imply a large error in comparing E_v with the maximum.

**Where the example is not typical**

The maxima in this section are those of the line density, before the factor E. If the displaced mode is soft and no frequency changes, the tempting argument works well. With w = v = 0.02 eV, L = 0.40 eV and s = 0.10 eV, the maximum is only 0.004 eV below E_v.

If modes stiffen, the sign can change. One soft displaced mode (w = v = 0.03 eV, L = 0.30 eV) with four undisplaced modes stiffening from 0.10 to 0.13 eV puts the centroid 0.069 eV above E_v and the maximum 0.054 eV above it.

If the lines are resolved, the maximum is a particular vibronic line. For one mode with v = w, let b be the lowering operator of the displaced oscillator. The ground state obeys b|0⟩ = β|0⟩, with β² = wd²/2 = L/w ≡ S. Projecting on level n gives √(n+1) ⟨n+1|0⟩ = β⟨n|0⟩, so successive line strengths have the ratio

P(n+1)/P(n) = S/(n+1).

Strengths grow while n + 1 < S, so the strongest line has n equal to the integer part of S (at integer S it ties with the line below). Its energy relative to E_v is w(n − S), between −w and 0, and the average over S is again −w/2. For S < 1 the strongest line is the 0-0 line itself. With w = 0.17 eV and L = 0.068 eV, S = 0.4, and for s = 0.02 eV both lie 0.068 eV below E_v. The 0-0 line then coincides with the maximum instead of lying below it.

**What to compare instead**

One sound comparison is a computed 0-0 energy with a measured 0-0 line. It requires the relaxed excited-state geometry and the frequencies of both states. The other is a vibronically corrected maximum with the measured maximum. When curvature changes are negligible, K2 = Σg²/(2w) and K3 = Σg²/2, so one excited-state gradient at the ground-state minimum, together with the ground-state normal modes and frequencies and an estimate of the broadening s, gives both the skewness correction and the rise of about B/E_max due to the factor E. A measured cross section contains both. Both estimates assume that the broadening hides the vibronic structure at the top of the band. In the model chromophore with s = 0.06 eV the factor E raises the maximum by 0.005 eV instead of the estimated 0.015 eV. For one mode with w = v = 0.18 eV, L = w and s = 0.07 eV the skewness formula gives a shift of 0.078 eV where the true one is 0.005 eV. In such cases the band must be built from its lines. Curvature changes require excited-state second derivatives as well.

These formulas do not cover hot bands, anharmonicity, mixing of modes, a dipole that varies with geometry, or coupled excited states. The example shows that the shift can amount to 0.09 eV; it is not a survey of molecules and sets no upper bound. The remaining values are in the numerical output below.

Computed values

```
MAIN EXAMPLE: model chromophore
displaced mode: w=0.20, v=0.18, L=0.25 eV
displaced mode: w=0.15, v=0.14, L=0.10 eV
displaced mode: w=0.05, v=0.05, L=0.05 eV
undisplaced modes: 4, each w=0.10, v=0.08 eV
broadening s = 0.10 eV
total relaxation energy = 0.400 eV
zero-point change = -0.0550 eV
K2 = 0.05694 eV^2
K2 + s^2 = 0.06694 eV^2
K3 = 0.007682 eV^3
vertical energy = 4.000 eV
centroid = 3.950 eV
maximum, without factor E = 3.891 eV
maximum, with factor E = 3.909 eV
0-0 line = 3.545 eV
SHIFTS FROM THE VERTICAL ENERGY
centroid (curvature change) = -0.0503 eV
skewness term, formula = -0.0574 eV
maximum, formula = -0.1077 eV
maximum, numerical = -0.1087 eV
rise from factor E, formula = 0.0172 eV
rise from factor E, numerical = 0.0172 eV
maximum with factor E = -0.0915 eV
0-0 line = -0.4550 eV
0-0 line below maximum with factor E = 0.3635 eV
CONTROLS, shifts from vertical, without factor E
equal frequencies: centroid = 0.0000 eV
equal frequencies: maximum = -0.0877 eV
total L=0.20: maximum=-0.1018, 0-0=-0.2550 eV
total L=0.40: maximum=-0.1087, 0-0=-0.4550 eV
total L=0.80: maximum=-0.1137, 0-0=-0.8550 eV
one mode, w=v=0.05 eV, s=0.04 eV; S=L/w
S=5: maximum=-0.02255, formula=-0.02216 eV
S=40: maximum=-0.02465, formula=-0.02461 eV
soft mode w=v=0.02, L=0.40 eV, s=0.10 eV: maximum=-0.0044 eV
stiffening case: one mode w=v=0.03, L=0.30 eV
  plus 4 modes w=0.10, v=0.13, L=0 eV; s=0.10 eV
  centroid=0.0690, maximum=0.0544 eV
weak resolved mode w=v=0.17, L=0.068, s=0.02 eV
  maximum=-0.0680, 0-0=-0.0680 eV
```
